Mead-Truhlar potential, Born-Huang term and half-odd pseudorotation in E×e Jahn-Teller systems

When nuclei move on a single electronic surface E_n(R), with electronic state |n(R)⟩, their effective Hamiltonian in atomic units is

H_n = Σ_a (P_a − A_a)²/(2M_a) + E_n + Φ,

A_a = i⟨n|∂_a n⟩,

Φ = Σ_a (⟨∂_a n|∂_a n⟩ − A_a²)/(2M_a).

Here P_a = −i∂_a, and M_a is the mass belonging to the nuclear coordinate R_a. A is the Mead-Truhlar vector potential when |n⟩ is chosen single-valued around a conical intersection, and Φ is the diagonal Born-Huang scalar term. For the lower surface of the linear E×e Jahn-Teller problem, with polar coordinates ρ and φ centred on the intersection, the angular part of the kinetic energy plus Φ becomes

(j² + 1/4)/(2Mρ²),  j = ±1/2, ±3/2, ±5/2, …

The number j labels pseudorotation, the motion of the distortion around the intersection. Two derivations follow. The first projects the nuclear motion onto one electronic state. The second keeps both electronic states and uses a conserved angular momentum.

**First derivation: projection onto one electronic state**

The full Hamiltonian is

H = Σ_a P_a²/(2M_a) + H_e(R),  H_e|n⟩ = E_n|n⟩.

Assume that |n(R)⟩ is normalized, nondegenerate and smooth in the region considered. Take the total wavefunction to be a single product, Ψ = χ(R)|n(R)⟩, and project HΨ onto |n⟩. The projection itself involves no approximation. The approximation is to ignore the components of HΨ along the other electronic states.

Differentiating ⟨n|n⟩ = 1 gives ⟨∂_a n|n⟩ + ⟨n|∂_a n⟩ = 0. Thus ⟨n|∂_a n⟩ is imaginary and A_a is real. Split the derivative of the state into parts along and orthogonal to |n⟩:

|∂_a n⟩ = −iA_a|n⟩ + |w_a⟩,  ⟨n|w_a⟩ = 0.

The coefficient is −iA_a because ⟨n|∂_a n⟩ = A_a/i. The product rule then gives

P_a(χ|n⟩) = (P_aχ)|n⟩ − iχ|∂_a n⟩
= [(P_a − A_a)χ]|n⟩ − iχ|w_a⟩.

Apply P_a again and project onto |n⟩. The first term has the same form as the original product, so it contributes (P_a − A_a)²χ. The second contributes

⟨n|P_a(−iχ|w_a⟩) = −(∂_aχ)⟨n|w_a⟩ − χ⟨n|∂_a w_a⟩
= −χ⟨n|∂_a w_a⟩.

Differentiating ⟨n|w_a⟩ = 0 gives

⟨n|∂_a w_a⟩ = −⟨∂_a n|w_a⟩ = −⟨w_a|w_a⟩,

where the last equality holds because the part of |∂_a n⟩ along |n⟩ is orthogonal to |w_a⟩. Therefore

⟨n|P_a²(χ|n⟩) = [(P_a − A_a)² + ⟨w_a|w_a⟩]χ.

The squared length of |∂_a n⟩ is A_a² + ⟨w_a|w_a⟩, so ⟨w_a|w_a⟩ = ⟨∂_a n|∂_a n⟩ − A_a². Dividing by 2M_a, summing over a and adding E_n gives the stated H_n.

Since Φ is a sum of squared lengths, it cannot be negative. It is the kinetic energy associated with the change of the electronic state as the nuclei move. To relate it to the electronic gaps, differentiate H_e|n⟩ = E_n|n⟩ and project onto another eigenstate |m⟩:

⟨m|∂_a H_e|n⟩ + E_m⟨m|∂_a n⟩ = E_n⟨m|∂_a n⟩.

The term containing ∂_a E_n has vanished because ⟨m|n⟩ = 0. Solving for ⟨m|∂_a n⟩ and summing its squared modulus over m ≠ n gives

Φ = Σ_a Σ_{m≠n} |⟨m|∂_a H_e|n⟩|² / [2M_a(E_n − E_m)²].

A small gap therefore makes Φ large unless the matrix element is also small.

**The phase choice**

The phase of |n⟩ is free. Under |n′⟩ = e^{iθ}|n⟩ the vector potential changes to

A′_a = i⟨n|(i∂_aθ)|n⟩ + A_a = A_a − ∂_aθ.

To leave Ψ unchanged, set χ′ = e^{−iθ}χ. Then

(P_a − A′_a)χ′ = e^{−iθ}(P_a − ∂_aθ − A_a + ∂_aθ)χ
= e^{−iθ}(P_a − A_a)χ.

The orthogonal vector |w_a⟩ acquires only the phase e^{iθ}, so Φ does not change.

If H_e is real, one may choose a real state |n_r⟩. Then i⟨n_r|∂_a n_r⟩ would be imaginary, while A_a must be real, so A_a = 0. Carried continuously around a closed loop, however, |n_r⟩ may return with the opposite sign. Since Ψ must be single-valued, χ must then also change sign. The Mead-Truhlar alternative is to write |n⟩ = e^{iℓ}|n_r⟩, with ℓ increasing by an odd multiple of π around the loop. Now |n⟩ and χ are both single-valued, and the sign has been moved into A = −∇ℓ.

**The E×e surface**

Let two electronic states be coupled to two vibrational coordinates of equal mass M and equal force constant K. In a fixed orthonormal electronic basis, with F > 0,

H_e = Kρ²/2 + Fρ N(φ),

N(φ) = cos φ σ_z + sin φ σ_x.

The Pauli matrices act on the electronic pair; they do not denote spin. Because N² = 1, the eigenvalues of N are ±1, and the surfaces are

E_± = Kρ²/2 ± Fρ.

They meet at ρ = 0. The lower one has a circular trough at

ρ₀ = F/K,  E_−(ρ₀) = −F²/(2K) = −E_JT.

The corresponding real eigenvectors are

n_+ = (cos(φ/2), sin(φ/2)),
n_− = (−sin(φ/2), cos(φ/2)).

For the lower state, the first component of N n_− is

−cos φ sin(φ/2) + sin φ cos(φ/2) = sin(φ/2),

and the second is

−sin φ sin(φ/2) − cos φ cos(φ/2) = −cos(φ/2).

Hence N n_− = −n_−. Increasing φ by 2π changes the sign of n_−. A single-valued lower state is therefore

|n⟩ = e^{iφ/2} n_−.

Since ∂_φ n_− = −n_+/2,

|∂_φ n⟩ = (i/2)|n⟩ − (1/2)e^{iφ/2}n_+.

The state does not depend on ρ. The first term gives i⟨n|∂_φ n⟩ = −1/2, and the gradient in the angular direction is (1/ρ)∂_φ, so

A = −(1/2)∇φ,  ∮A·dR = −π

for one anticlockwise circuit. Away from the intersection A is locally a gradient and has zero curl. It still cannot be removed while the state stays single-valued. That would require θ = −φ/2, and e^{iθ} would change sign around the circuit.

The second term in |∂_φ n⟩ is the orthogonal part. Its squared length is 1/4. Including the factor 1/ρ² from the angular gradient gives

Φ = (1/2M)(1/ρ²)(1/4) = 1/(8Mρ²).

In polar coordinates the lower-surface Hamiltonian is consequently

H_− = −(1/2M)(∂_ρ² + ρ⁻¹∂_ρ) + (−i∂_φ + 1/2)²/(2Mρ²) + 1/(8Mρ²) + E_−.

The sign inside the square is positive because A contributes −(−1/2). A single-valued χ has angular dependence e^{imφ} with integer m. The square becomes (m + 1/2)², so j = m + 1/2. Together with Φ this gives the stated angular term.

**The radial equation**

Write χ = e^{imφ}u(ρ)/√ρ. Differentiation gives

(∂_ρ² + ρ⁻¹∂_ρ)(u/√ρ) = [u″ + u/(4ρ²)]/√ρ.

The two terms containing u′ cancel, and the coefficients of u/ρ² add as 3/4 − 1/2 = 1/4. After multiplication by −1/(2M), the last term is −1/(8Mρ²), which cancels Φ. Thus

−u″/(2M) + [j²/(2Mρ²) + Kρ²/2 − Fρ]u = Eu.

The Born-Huang term has not been neglected here. It has cancelled the term produced by the two-dimensional radial derivative. If Φ were dropped from H_−, the numerator would be j² − 1/4 instead of j².

**Second derivation: a conserved angular momentum**

Now keep both electronic components from the start:

H = −∇²/(2M) + Kρ²/2 + FρN(φ).

In the fixed electronic basis, each component of Ψ is an ordinary single-valued function of the nuclear coordinates. No adiabatic state has been selected. Consider

J = −i∂_φ + σ_y/2.

The kinetic energy and Kρ²/2 commute with both terms of J. For the coupling, the orbital term gives

[−i∂_φ, N] = i sin φ σ_z − i cos φ σ_x.

With [σ_y, σ_z] = 2iσ_x and [σ_y, σ_x] = −2iσ_z, the electronic term gives

[σ_y/2, N] = i cos φ σ_x − i sin φ σ_z.

The sum is zero, so [H, J] = 0. For F ≠ 0 neither part is conserved separately. A rotation of the distortion must be accompanied by a rotation of the electronic pair.

Let s = ±1 be an eigenvalue of σ_y. In an eigenstate of J with eigenvalue j, the component along that σ_y eigenvector varies as

exp[i(j − s/2)φ].

Single-valuedness requires j − s/2 to be an integer. Hence j is half-odd-integer, with no assumption about the strength of the coupling or the separation of the surfaces.

Complex conjugation gives the degeneracy. H is real, whereas J changes sign because both −i∂_φ and σ_y do. The conjugate of an eigenfunction with quantum number j therefore has the same energy and quantum number −j. Since j cannot be zero, the two are different states, and each energy level of this model is at least doubly degenerate.

**Recovering the vector and scalar terms**

To compare with the first derivation, express Ψ in the adiabatic electronic states:

Ψ = Uη,  U = exp(−iφσ_y/2).

The columns of U are n_+ and n_−, so η = (η_+, η_−) contains the amplitudes on the upper and lower surfaces. Since ∂_φU = −(i/2)σ_yU,

U†(−i∂_φ)U = −i∂_φ − σ_y/2,
U†JU = −i∂_φ.

The amplitudes therefore vary as e^{ijφ}. They change sign around the circuit, as do the columns of U, and Ψ remains single-valued.

The square of the orbital angular momentum acts on these amplitudes as

(j − σ_y/2)² = j² + 1/4 − jσ_y.

The term 1/4 comes from (σ_y/2)² and gives Φ = 1/(8Mρ²) on each surface. The term −jσ_y has no diagonal elements and couples the surfaces. The vector potential appears when the antiperiodic lower amplitude is written as η_− = e^{iφ/2}χ:

−i∂_φη_− = e^{iφ/2}(−i∂_φ + 1/2)χ.

This is the operator found by projection.

Write η_± = e^{ijφ}v_±/√ρ and define

h_± = −(1/2M)d²/dρ² + j²/(2Mρ²) + Kρ²/2 ± Fρ.

The radial equations with both surfaces retained are

h_+v_+ + [ij/(2Mρ²)]v_− = Ev_+,
h_−v_− − [ij/(2Mρ²)]v_+ = Ev_−.

Dropping the coupling from the second equation gives the one-surface radial equation of the first derivation.

**How large is the neglected coupling?**

Suppose v_+ is small. In the first equation, replace h_+ − E acting on v_+ by the local gap 2Fρ. Since h_+ − E = 2Fρ + (h_− − E), this keeps the gap and drops the term (h_− − E)v_+. Then

v_+ ≈ −[ij/(2Mρ²)]v_−/(2Fρ).

Substitution into the second equation adds

−j²/(8M²Fρ⁵)

to the lower potential. The minus sign comes from i², and the factor 8 from 2 × 2 × 2. The first-order energy shift is the average of this term over the one-surface state.

The estimate cannot be used for every j. Near ρ = 0 the one-surface solution that vanishes at the origin behaves as u ∝ ρ^s, with s(s − 1) = j² and s > 1. The average of ρ⁻⁵ converges if 2s − 5 > −1, that is, if s > 2. For |j| = 1/2, s ≈ 1.21 and the average diverges. This is a failure of the estimate near the intersection, not a divergence of the true energy.

The ratio of the coupling to the gap is |j|/(4MFρ³). It grows without limit towards ρ = 0, where a single surface is no longer a valid description. At the trough it equals |j|/(4k⁴), where

ω = √(K/M),  k = F/√(Mω³).

The one-surface approximation is therefore good for low levels when k is large and little of the wavefunction reaches the intersection.

**The strong-coupling ladder**

Set x = ρ − ρ₀. The lower potential is −E_JT + Kx²/2. For large k the effect of the boundary at ρ = 0 on low levels is negligible, and the lowest radial state has zero-point energy ω/2. Replacing ρ by ρ₀ in the rotational term gives

E_j ≈ −E_JT + ω/2 + Bj²,  B = 1/(2Mρ₀²).

The first correction follows from

1/ρ² = (1/ρ₀²)(1 − 2x/ρ₀ + 3x²/ρ₀² + …).

In the radial ground state ⟨x⟩ = 0 and ⟨x²⟩ = 1/(2Mω). Since Mωρ₀² = k², the rotational energy is multiplied by 1 + 3/(2k²) at this order.

The linear term also acts in second order. It is a force j²/(Mρ₀³) that stretches the trough radius, and it lowers the energy by the square of the force divided by 2K:

−j⁴/(2M²Kρ₀⁶) = −Bj²(j²/k⁴).

This centrifugal correction reduces the higher rotational spacings. It is not the only term of relative order 1/k⁴. The quartic term 5x⁴/ρ₀⁴ of the expansion, with ⟨x⁴⟩ = 3⟨x²⟩², adds +15/(4k⁴) to the factor multiplying Bj². The neglected coupling −j²/(8M²Fρ₀⁵), divided by Bj², adds −1/(4MFρ₀³) = −1/(4k⁴). Only the centrifugal part of this factor grows with j. The simple j² ladder is thus a leading strong-coupling law, whereas the half-odd values of j do not depend on it.

At F = 0 the ladder disappears. The orbital angular momentum and σ_y are then separately conserved, and the energies are those of a two-dimensional oscillator, ω(2n_ρ + |m| + 1), with n_ρ = 0, 1, 2, … the radial and m the integer orbital quantum number. J still has half-odd eigenvalues, but it no longer organizes the spectrum in a useful way.

**A numerical example**

Take the model values M = 10 u, ħω = 0.05 eV and F = 2.5 eV/Å. With ħ restored, ħ²/M = 0.00041802 eV Å², and

K = (0.05)²/0.00041802 = 5.981 eV/Å²,
ρ₀ = 2.5/5.981 = 0.4180 Å,
E_JT = (2.5)²/(2 × 5.981) = 0.5225 eV.

The gap at the trough is 2 × 2.5 × 0.4180 = 2.090 eV, much larger than the vibrational quantum. The reduced coupling is k = 4.572. The rotational constant and scalar term are

B = 0.00041802/[2(0.4180)²] = 0.001196 eV,
Φ(ρ₀) = B/4 = 0.000299 eV.

Measured from the intersection, the leading formula puts the ground doublet at

−0.52252 + 0.02500 + 0.00030 = −0.49722 eV.

Diagonalizing the full two-state problem gives −0.49720 eV. The excitation energies above this doublet, in eV, are:

|j|: full; one surface; Bj² ladder
3/2: 0.002567; 0.002569; 0.002392
5/2: 0.007612; 0.007617; 0.007177
7/2: 0.014978; 0.014989; 0.014354

The first full excitation corresponds to 20.70 cm⁻¹. It is 1.0730 times the ladder value, compared with 1 + 3/(2k²) = 1.0718. The agreement is this close because the terms of order 1/k⁴ largely cancel for this level. In the ratio of an excitation to B(j² − 1/4), the centrifugal term contributes −(j² + 1/4)/k⁴, which is −0.0057 for |j| = 3/2, while the quartic and coupling terms contribute +0.0086 and −0.0006. These sum to +0.0023; the actual excess over 1 + 3/(2k²) is +0.0013, and the remaining −0.0010 comes from higher orders in 1/k². For |j| = 7/2 the ratio falls to about 1.044, in the direction required by centrifugal stretching.

If the sign change is ignored and integer quantum numbers are used, the first excitation becomes 0.001290 eV, about half the full value. The ground level would also be nondegenerate.

Omitting Φ has a different effect. It lowers the ground doublet to −0.49752 eV, about 0.00032 eV below the full result, but leaves the first excitation at 0.002573 eV. In the narrow trough Φ is nearly a common energy shift, while A determines the pattern of the spacings.

For |j| = 7/2 the one-surface level lies 0.0000105 eV above the full level. The second-order estimate gives 0.0000106 eV. The numerical check compares the full diagonalization with both sets of radial equations.

**What each derivation assumes**

The projection argument applies to any smooth, isolated electronic state, with any number of nuclear coordinates and no rotational symmetry. It gives A and Φ in general. Its price is the neglect of transitions to other states, so it cannot be trusted close to an intersection. In the E×e problem its half-odd numbers come from a single-valued nuclear factor moving in a vector potential of circulation −π.

The conservation argument needs no separation of electronic and nuclear motion and remains valid through the intersection. Its price is a special Hamiltonian: two electronic states, an isotropic vibration and a coupling whose angular factor is N(φ). The commutator used only N(φ), so Fρ could be replaced by any function of ρ. Its half-odd numbers come from single-valued components in a fixed electronic basis.

The difference matters when a perturbation breaks the rotational symmetry. J is then generally not conserved, and j ceases to be an exact label. For a real H_e, the sign acquired by the electronic state around a given loop can be only +1 or −1. It cannot change under a continuous perturbation that keeps the gap open along that loop. The nuclear factor multiplying the real state therefore remains antiperiodic, even though its energies need no longer follow j².

Values computed for the example and the checks

```
Mass M: 10.0 u
Vibrational quantum: 0.050 eV
Linear coupling F: 2.50 eV/angstrom
hbar^2/M: 0.00041802 eV angstrom^2
Oscillator length: 0.09143 angstrom
Reduced coupling k: 4.57174 (dimensionless)
Force constant K: 5.98063 eV/angstrom^2
Trough radius: 0.41802 angstrom
Stabilization energy: 0.522520 eV
Surface gap at trough: 2.090080 eV
Rotor constant: 0.0011961 eV
Born-Huang scalar at trough: 0.0002990 eV
Circulation of A / pi: -1.000000 (dimensionless)
Loop sign, enclosing: -1.000000 (dimensionless)
Loop sign, not enclosing: 1.000000 (dimensionless)
Angular eigenvalues (dimensionless): 0.5000 0.5000 2.4997 2.4997 6.4982 6.4982
Levels from intersection, eV: j exact one-surface no-scalar
0.5 -0.4971968 -0.4971965 -0.4975199
1.5 -0.4946298 -0.4946276 -0.4949470
2.5 -0.4895852 -0.4895793 -0.4898915
3.5 -0.4822185 -0.4822080 -0.4825107
Excitations, eV: j exact one-surface rigid
1.5 0.0025670 0.0025690 0.0023923
2.5 0.0076116 0.0076172 0.0071768
3.5 0.0149783 0.0149885 0.0143535
Wrong integer-j excitations, eV: 0.0012904 0.0051151 0.0113473
First exact excitation: 20.7041 cm^-1
Exact/rigid first excitation: 1.07304 (dimensionless)
Predicted leading ratio: 1.07177 (dimensionless)
Rigid ground level: -0.4972209 eV
j=7/2 coupling shift: 0.00001052 eV
Estimated j=7/2 shift: 0.00001061 eV
Projection identity error: 1.83e-07 (model units)
Coupled-equation error: 3.44e-11 eV
Commutator error: 1.71e-13 (reduced units)
```
